# Exchange energy of electrons confined to a plane

## The problem

Hartree atomic units are used: lengths in bohr, energies in hartree. Electrons of free-electron mass move in the \(xy\) plane with uniform areal density \(n = 1/(\pi r_s^2)\), so that a disc of radius \(r_s\) holds one electron on average. They repel each other with the ordinary Coulomb law \(1/r\), because their field lines spread into all three dimensions. A uniform positive background cancels the classical (Hartree) energy. The state is the zero-temperature Slater determinant of the lowest plane waves.

(a) Find the exchange energy per electron \(\varepsilon_x(r_s)\) of the spin-unpolarized gas, and evaluate it at \(r_s = 4\) bohr.

(b) Extend the result to spin polarization \(\zeta = (n_\uparrow - n_\downarrow)/n\).

(c) A physical layer has a thickness. Let the electrons occupy the lowest level \(\varphi(z) = \sqrt{2/L}\,\sin(\pi z/L)\) of an infinite well \(0<z<L\). What does the exchange energy per electron do as \(L \to 0\) at fixed \(n\)?

Every part starts from the exchange energy of a determinant. When the expectation value of \(\sum_{i<j} 1/|\mathbf r_i - \mathbf r_j|\) is expanded, orthonormality of the orbitals removes every product of two permutations except those in which the permutations coincide or differ by swapping the orbitals of the two interacting electrons. The first kind gives the Hartree energy. The second kind carries a minus sign and survives the spin sum only for equal spins:
\[
E_x = -\frac12 \sum_\sigma \iint \frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r', \qquad \gamma_\sigma(\mathbf r,\mathbf r') = \sum_{i\,\text{occ}} \psi_{i\sigma}(\mathbf r)\,\psi_{i\sigma}^*(\mathbf r'). \tag{1}
\]
In a uniform unpolarized system \(\gamma_\sigma\) depends only on the separation \(r\) and is the same for both spins. The spin sum cancels the factor \(\tfrac12\), and one integration gives the area (or volume) of the system. Division by the number of electrons leaves
\[
\varepsilon_x = -\frac{1}{\text{density}}\int d\mathbf r\,\frac{\gamma_\sigma(r)^2}{r}. \tag{2}
\]

## A tempting solution

A plane is the limit of a thin slab, and the interaction is the three-dimensional one. It therefore looks natural to solve the three-dimensional gas, apply its energy point by point across the slab, and let \(L \to 0\), which would answer (a) and (c) together.

For a gas of volume density \(n_3\), plane waves fill a sphere of radius \(k_3\). Each state takes a volume \((2\pi)^3/V\) of \(k\)-space, so two spins give \(n_3 = 2\cdot\frac{4\pi}{3}k_3^3/(2\pi)^3 = k_3^3/(3\pi^2)\). The average of \(e^{i\mathbf k\cdot\mathbf r}\) over directions is \(\frac12\int_{-1}^{1} e^{ikr\mu}d\mu = \sin(kr)/(kr)\). With \(x = k_3 r\) and one integration by parts,
\[
\gamma_\sigma = \frac{1}{2\pi^2 r}\int_0^{k_3} k\sin(kr)\,dk = \frac{\sin x - x\cos x}{2\pi^2 r^3} = \frac{k_3^3}{2\pi^2}\,\frac{j_1(x)}{x},
\]
where \(j_0 = \sin x/x\) and \(j_1 = \sin x/x^2 - \cos x/x\). In Eq. (2) the measure is \(4\pi r^2 dr/r = 4\pi x\,dx/k_3^2\), so
\[
\varepsilon_x^{3D} = -\frac{4\pi}{n_3 k_3^2}\,\frac{k_3^6}{4\pi^4}\int_0^\infty \frac{j_1^2}{x}\,dx = -\frac{3k_3}{\pi}\int_0^\infty \frac{j_1^2}{x}\,dx .
\]
Direct differentiation gives \(j_0' = -j_1\) and \(j_1' = j_0 - 2j_1/x\), hence \((j_0^2+j_1^2)' = -4j_1^2/x\). The quantity \(j_0^2+j_1^2\) falls from 1 at \(x=0\) to 0 at infinity, so the integral is \(\tfrac14\) and
\[
\varepsilon_x^{3D} = -\frac{3k_3}{4\pi} = -C_x n_3^{1/3}, \qquad C_x = \frac34\left(\frac{3}{\pi}\right)^{1/3} = 0.738559 .
\]

The slab has \(n_3(z) = n\varphi(z)^2\). Giving each electron at height \(z\) the energy \(-C_x n_3(z)^{1/3}\) is the local density approximation (LDA). With \(\theta = \pi z/L\),
\[
\varepsilon_x^{\rm LDA}(L) = -\frac{C_x}{n}\int_0^L n_3^{4/3}dz = -C_x n^{1/3}\left(\frac2L\right)^{4/3}\frac{L}{\pi}\,S = -c\left(\frac nL\right)^{1/3}, \tag{3}
\]
where \(S = \int_0^\pi \sin^{8/3}\theta\,d\theta = 1.400314\) by quadrature and \(c = C_x\,2^{4/3}S/\pi = 0.738559\times 2^{4/3}\times 1.400314/\pi = 0.829534\).

At \(r_s = 4\) bohr, \(n = 1/(16\pi) = 0.019894\) bohr\(^{-2}\), and Eq. (3) gives \(-0.1043\), \(-0.2248\), \(-0.4843\) and \(-1.0433\) hartree for \(L = 10, 1, 0.1, 0.01\) bohr. Each factor of ten in \(1/L\) multiplies the energy by \(10^{1/3} = 2.15443\). The conclusion would be that the planar gas has an infinitely negative exchange energy, which sounds reasonable: the volume density is infinite, and exchange grows with density.

## Where it fails

The three-dimensional result and the integral in Eq. (3) are both correct. The fault is the step between them, which assigns to the slab the density matrix of a filled Fermi sphere.

The noninteracting levels of the slab are \(k^2/2 + m^2\pi^2/(2L^2)\), with \(\mathbf k\) in the plane and \(m = 1, 2, \dots\). Count the states of the \(m=1\) subband in a periodic box of area \(A\). Each takes an area \((2\pi)^2/A\) of \(k\)-space, so two spins filling a disc of radius \(k_F\) give
\[
n = \frac{2\,\pi k_F^2}{(2\pi)^2} = \frac{k_F^2}{2\pi}, \qquad k_F = \sqrt{2\pi n} = \frac{\sqrt2}{r_s}. \tag{4}
\]
The second subband stays empty while the highest in-plane energy is below the gap \((4-1)\pi^2/(2L^2)\):
\[
\frac{k_F^2}{2} < \frac{3\pi^2}{2L^2} \quad\Longleftrightarrow\quad L < L_{\max} = \frac{\sqrt3\,\pi}{k_F} = \sqrt{\tfrac32}\,\pi r_s, \tag{5}
\]
which is \(15.39\) bohr at \(r_s = 4\) bohr. All four widths used above satisfy this. The occupied orbitals are then \(e^{i\mathbf k\cdot\mathbf r}\varphi(z)/\sqrt A\) with \(k<k_F\), and the density matrix factorizes into an in-plane function times \(\varphi(z)\varphi(z')\). The in-plane function is fixed by \(k_F\), and Eq. (4) contains no \(L\). A Fermi sphere needs many occupied values of the transverse wave number so that their sum can become an integral, and here there is one.

The sphere picture also contradicts itself. Its density matrix decays over a distance of order \(1/k_3\) in every direction. At the centre of the well \(n_3 = 2n/L\), so
\[
k_3 L = (6\pi^2 n L^2)^{1/3} = (3\pi k_F^2L^2)^{1/3} \to 0 .
\]
The assumed range \(1/k_3\) becomes much longer than the slab is thick, so the density is far from constant over the region that the LDA treats as uniform. At the same time \(1/k_3 \propto L^{1/3}\) shrinks to zero in the plane, and since \(|\varepsilon_x^{3D}|\) is proportional to \(k_3\), this false shrinking is the whole divergence. The true in-plane range is \(1/k_F\) for every \(L<L_{\max}\). The sphere must be replaced by a disc.

## The density matrix of the Fermi disc

For the strictly planar gas, Eq. (1) with orbitals \(e^{i\mathbf k\cdot\mathbf r}/\sqrt A\) and \(\frac1A\sum_{\mathbf k} \to \int d^2k/(2\pi)^2\) gives
\[
\gamma_\sigma(r) = \int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,e^{i\mathbf k\cdot\mathbf r}.
\]
The disc is isotropic, so the \(k_x\) axis may be laid along \(\mathbf r\). The integrand then does not depend on \(k_y\), and the \(k_y\) integral gives the height of the disc at \(k_x\), namely \(2\sqrt{k_F^2-k_x^2}\). Setting \(k_x = k_F t\) and \(x = k_F r\),
\[
\gamma_\sigma = \frac{2k_F^2}{4\pi^2}\int_{-1}^1\sqrt{1-t^2}\,e^{ixt}dt = \frac{k_F^2}{2\pi}f(x) = n f(x), \qquad f(x) = \frac1\pi\int_{-1}^{1}\sqrt{1-t^2}\,e^{ixt}\,dt. \tag{6}
\]
Three properties follow from this integral. The weight is even in \(t\), so the sine part drops out and \(f\) is real and even in \(x\). At \(x=0\) the integral is the area \(\pi/2\) of a unit half disc, so \(f(0)=\tfrac12\) and \(\gamma_\sigma(0) = n/2\), the density of one spin. Since \(|e^{ixt}|=1\) and the weight is positive, \(|f(x)|\le\tfrac12\) everywhere.

The function is \(J_1(x)/x\), with \(J_1\) the Bessel function. Expanding the cosine gives \(f = \sum_m a_m x^{2m}\) with \(a_m = (-1)^m M_m/[\pi(2m)!]\) and \(M_m = \int_{-1}^1 t^{2m}\sqrt{1-t^2}\,dt\). Integrating by parts with \(t\sqrt{1-t^2} = -\frac13\frac{d}{dt}(1-t^2)^{3/2}\), whose boundary term vanishes, yields \(M_m = \frac{2m-1}{3}(M_{m-1}-M_m)\), that is \(M_m/M_{m-1} = (2m-1)/(2m+2)\). Then
\[
\frac{a_m}{a_{m-1}} = -\frac{2m-1}{(2m+2)(2m)(2m-1)} = -\frac{1}{4m(m+1)}, \qquad a_0=\tfrac12 .
\]
The defining series \(J_1(x)/x = \sum_m (-1)^m x^{2m}/[2^{2m+1}m!\,(m+1)!]\) has the same first term and the same ratio. The derivation below uses only Eq. (6).

Equation (2) can be read as \(\varepsilon_x = \frac12\int d^2r\, n_x(r)/r\), half the interaction of an electron with its exchange hole, the deficit of density around it:
\[
n_x(r) = -\frac{2\gamma_\sigma^2}{n} = -\frac n2\,[2f(x)]^2 .
\]
On top of the electron \(n_x = -n/2\): all electrons of the same spin are excluded and the others are untouched. The hole holds one electron. Squaring \(\gamma_\sigma\), integrating over the plane and using \(\int d^2r\,e^{i(\mathbf k-\mathbf k')\cdot\mathbf r} = (2\pi)^2\delta(\mathbf k-\mathbf k')\) leaves a single integral over the disc, \(\int d^2r\,\gamma_\sigma^2 = \pi k_F^2/(2\pi)^2 = n/2\), so \(\int d^2r\,n_x = -1\). One missing electron spread over a width \(1/k_F\) with bounded areal density has a finite Coulomb energy in the plane, because \(1/r\) is integrable against the area element \(2\pi r\,dr\).

## Part (a): the energy

In Eq. (2) the area element cancels the Coulomb factor, \(d^2r/r = 2\pi\,dr = 2\pi\,dx/k_F\). With \(\gamma_\sigma = nf\) and \(2\pi n = k_F^2\),
\[
\varepsilon_x = -\frac1n\,\frac{2\pi}{k_F}\,n^2\int_0^\infty f^2dx = -k_F I, \qquad I = \int_0^\infty f(x)^2dx. \tag{7}
\]
Equation (6) displays \(f\) as the one-dimensional Fourier transform of \(g(t) = \sqrt{1-t^2}/\pi\) on \(|t|\le1\), zero outside. As \(f\) is real, \(f^2 = ff^*\), and \(\int_{-\infty}^\infty e^{ix(t-t')}dx = 2\pi\delta(t-t')\) gives Parseval's relation, which holds because \(g\) is square integrable:
\[
\int_{-\infty}^{\infty}f^2dx = 2\pi\int_{-1}^1 g^2dt = \frac{2}{\pi}\int_{-1}^{1}(1-t^2)\,dt = \frac2\pi\left(2-\frac23\right) = \frac{8}{3\pi}.
\]
The integrand is even, so the half line carries half of this, \(I = 4/(3\pi)\). Inserting \(k_F\) from Eq. (4),
\[
\varepsilon_x = -\frac{4k_F}{3\pi} = -\frac{4\sqrt2}{3\pi r_s} = -\frac{0.600211}{r_s}\ \text{hartree}. \tag{8}
\]
The sign is that of the attraction between an electron and its positive hole. The factor \(1/r_s\) follows from the \(1/r\) law and the single length \(1/k_F\); with the logarithmic potential of two-dimensional electrostatics the cancellation leading to Eq. (7) does not occur and Eq. (8) does not apply. The result is the exchange part only. It omits correlation, and it assumes a sharp disc (zero temperature), a single band of plane-wave states and no dielectric screening. The shape of the band's dispersion does not enter as long as the same disc is filled, because Eq. (7) uses only which states are occupied.

At \(r_s = 4\) bohr, \(k_F = \sqrt2/4 = 0.353553\) bohr\(^{-1}\), the on-top hole is \(-0.019894/2 = -0.009947\) bohr\(^{-2}\), and
\[
\varepsilon_x = -0.353553\times0.424413 = -0.150053\ \text{hartree} = -0.150053 \times 27.211386\ \text{eV} = -4.0831\ \text{eV}.
\]

## Part (b): spin polarization

Equation (1) is a sum of independent terms, one for each spin. A spin with density \(n_\sigma\) fills a disc with \(n_\sigma = k_\sigma^2/(4\pi)\), and Eq. (6) becomes \(\gamma_\sigma = (k_\sigma^2/2\pi) f(k_\sigma r) = 2n_\sigma f\). Its energy per area is
\[
-\frac12\,\frac{2\pi}{k_\sigma}\,4n_\sigma^2\,I = -\frac{4\pi n_\sigma}{k_\sigma}\,n_\sigma I = -n_\sigma k_\sigma I .
\]
With \(n_\sigma = n(1\pm\zeta)/2\) one has \(k_\sigma^2 = 2\pi n(1\pm\zeta)\), so \(k_\sigma = k_F\sqrt{1\pm\zeta}\). Adding both spins and dividing by \(n\),
\[
\varepsilon_x(r_s,\zeta) = -\frac{4\sqrt2}{3\pi r_s}\,\frac{(1+\zeta)^{3/2}+(1-\zeta)^{3/2}}{2}. \tag{9}
\]
For \(\zeta=0.5\) the factor is \((1.5^{3/2}+0.5^{3/2})/2 = 1.095335\), and at \(r_s=4\) bohr the energy is \(1.095335\times(-0.150053) = -0.164358\) hartree. For \(\zeta=1\) the factor is \(2^{3/2}/2 = 1.414214\), giving \(-0.212207\) hartree: a single disc with radius larger by \(\sqrt2\) makes a hole narrower by \(\sqrt2\).

## Part (c): the layer of finite thickness

For \(L<L_{\max}\) the density matrix is \(nf(k_Fr)\varphi(z)\varphi(z')\) and the distance between the two points is \(\sqrt{r^2+s^2}\), with \(s=|z-z'|\). Squaring produces the weight \(\varphi(z)^2\varphi(z')^2\); an average over it is written \(\langle\cdot\rangle\). With \(a = k_Fs\), \(2\pi r\,dr/\sqrt{r^2+s^2} = (2\pi/k_F)\,x\,dx/\sqrt{x^2+a^2}\), and the prefactor is the same as in Eq. (7):
\[
\varepsilon_x(L) = -k_F\langle G(k_Fs)\rangle, \qquad G(a) = \int_0^\infty f(x)^2\frac{x}{\sqrt{x^2+a^2}}\,dx. \tag{10}
\]
Subtract \(G\) from \(I\) and substitute \(x = au\):
\[
I-G(a) = a\int_0^\infty f(au)^2\left(1-\frac{u}{\sqrt{u^2+1}}\right)du. \tag{11}
\]
The bracket is positive, and its integral is \(\big[u-\sqrt{u^2+1}\big]_0^\infty = 0-(-1) = 1\). Because \(0\le f^2\le\tfrac14\), Eq. (11) gives \(0\le I-G(a)\le a/4\). Multiplying by \(k_F\) and averaging,
\[
\varepsilon_x \;\le\; \varepsilon_x(L)\;\le\;\varepsilon_x+\tfrac14k_F^2\langle s\rangle. \tag{12}
\]
Since \(\langle s\rangle\le L\), the layer's exchange energy tends to the finite value of Eq. (8) as \(L\to0\), from above. The left inequality says only that separating the electrons in \(z\) lengthens their distances. As \(a\to0\), \(f(au)^2\to\tfrac14\) at each \(u\) under the integrable bound of \(\tfrac14\) times the bracket, so by dominated convergence \((I-G)/a\to\tfrac14\): the upper bound is also the exact term of first order in \(L\). The term has a direct reading. Softening \(1/r\) to \(1/\sqrt{r^2+s^2}\) removes \(\int 2\pi r\,dr\,(1/r-1/\sqrt{r^2+s^2}) = 2\pi s\), concentrated at small \(r\) where the hole has depth \(n/2\); half the product is \(\pi ns/2 = k_F^2s/4\).

To find \(\langle s\rangle\), write \(|z-z'|\) as the integral over \(y\) of the indicator that \(y\) lies between \(z\) and \(z'\). If \(F(y)\) is the probability of finding the electron below \(y\), that event has probability \(2F(1-F)\). With \(t=y/L\), \(F = \int_0^t 2\sin^2(\pi t')dt' = t-\sin(2\pi t)/(2\pi)\). Over \(0<t<1\), \(\int F\,dt = \tfrac12\). Using \(\int t\sin(2\pi t)\,dt = -1/(2\pi)\) and \(\int\sin^2(2\pi t)\,dt = \tfrac12\),
\[
\int F^2dt = \frac13+\frac1{2\pi^2}+\frac1{8\pi^2}, \qquad \frac{\langle s\rangle}{L} = 2\left(\frac12-\frac13-\frac5{8\pi^2}\right) = \frac13-\frac{5}{4\pi^2} = 0.206682 .
\]
At \(r_s=4\) bohr the slope is \(0.353553^2\times0.206682/4 = 0.0064588\) hartree/bohr, so the upper bound at \(L=1\) bohr is \(-0.150053+0.006459 = -0.143594\) hartree. Quadrature of Eq. (10) gives the exact column below; energies are in hartree, and the last column is the exact shift \(\varepsilon_x(L)-\varepsilon_x\) divided by the linear term.

| \(L\)/bohr | exact | upper bound | LDA | ratio |
|---|---|---|---|---|
| 10 | −0.107038 | −0.085465 | −0.104330 | 0.6660 |
| 1 | −0.143905 | −0.143594 | −0.224773 | 0.9519 |
| 0.1 | −0.149410 | −0.149407 | −0.484259 | 0.9950 |
| 0.01 | −0.149988 | −0.149988 | −1.043304 | 0.9995 |

The ratio falls short of 1 by \(0.0481\), \(0.0050\) and \(0.0005\) in the last three rows, nearly in proportion to \(L\). The momentum-space form of Eq. (1) explains this. The in-plane Fourier transform of \(1/\sqrt{r^2+s^2}\) follows from the three-dimensional one, \(4\pi/(q^2+p^2)\), by inverting the transverse transform; closing the contour at the pole \(p = iq\) gives \(\int\frac{dp}{2\pi}\,4\pi e^{ips}/(q^2+p^2) = 2\pi e^{-qs}/q\). The exchange energy is minus a sum of this kernel over pairs of occupied states with \(q = |\mathbf k-\mathbf k'|\le2k_F\). In \(e^{-qs} = 1-qs+\tfrac12q^2s^2-\dots\) the first term gives Eq. (8), the second gives the linear shift, and the third has the opposite sign and is smaller than the second by a factor of order \(k_FL\).

At \(L=10\) bohr the LDA lies inside the bounds and its magnitude is too small by \((0.107038-0.104330)/0.107038\), or \(2.5\%\) of the exact value. This closeness is no sign of validity for thinner layers: the LDA is above the exact value at \(L=10\) bohr and below it at \(L=1\) bohr, so the two curves cross in between, and at \(L=0.01\) bohr the LDA is \(1.043304/0.149988\approx 7.0\) times the exact value. Setting Eq. (3) equal to Eq. (8) gives the width below which the LDA violates the lower bound in Eq. (12):
\[
L^* = n\left(\frac{c}{|\varepsilon_x|}\right)^3 = 0.019894\times\left(\frac{0.829534}{0.150053}\right)^3 = 3.361\ \text{bohr}.
\]

The result is a condition on the exchange density functional. Narrowing the well from \(L\) to \(L/\lambda\) turns the density into \(n(2\lambda/L)\sin^2(\pi\lambda z/L) = \lambda\,n_3(\lambda z)\), the nonuniform scaling \(n_\lambda(x,y,z) = \lambda\,n_3(x,y,\lambda z)\), which keeps the areal density fixed. For \(L/\lambda<L_{\max}\) the single-subband determinant is the noninteracting ground state with that density, so it is the Kohn–Sham determinant and Eq. (10) is the exact exchange functional evaluated on \(n_\lambda\). For this family of densities the exact exchange per electron approaches Eq. (8) as \(\lambda\to\infty\). The LDA cannot follow for any profile, since \(\int\lambda^{4/3}n_3(\lambda z)^{4/3}dz = \lambda^{1/3}\int n_3^{4/3}dz\). For \(L>L_{\max}\) further subbands fill and the density matrix no longer factorizes, so Eq. (10) no longer gives the exchange energy and the derivation of Eq. (12) does not cover that range.

The numerical check tests these steps by independent routes: Eq. (6) against a lattice sum and a polar quadrature over the disc, \(I\) and the hole sum by quadrature (the printed \(-1.000001\) is \(-1\) within the tolerance set by truncating the oscillating tail), Eqs. (8) to (10) against the momentum-space sum, the bounds and limiting slope of Eq. (12), \(L_{\max}\) against finite-difference subbands, and Eq. (3) and \(L^*\) against a numerical LDA evaluation.

## Computed results

```
hartree = 27.211386 eV
I by quadrature = 0.42441318 (dimensionless)
I by Parseval = 0.42441318 (dimensionless)
-eps_x*rs = 0.600211 hartree bohr
rs = 4.0 bohr
n = 0.019894 bohr^-2
kF = 0.353553 bohr^-1
on-top hole = -0.009947 bohr^-2
hole integral = -1.000001 electrons
eps_x real space = -0.150053 hartree = -4.0831 eV
eps_x momentum space = -0.150053 hartree
zeta = 0.5: factor 1.095335, eps_x = -0.164358 hartree
zeta = 1.0: factor 1.414214, eps_x = -0.212207 hartree
Lmax = 15.3906 bohr
<s>/L = 0.206682 (dimensionless)
slope kF^2 <s>/(4L) = 0.0064588 hartree/bohr
Cx = 0.738559 hartree bohr
S = int sin^(8/3) = 1.400314 (dimensionless)
c = 0.829534 hartree bohr
L* (LDA crosses eps_x) = 3.3612 bohr
LDA growth per factor 10 in 1/L = 2.15443
L/bohr  exact/hartree  upper bound/hartree  LDA/hartree  shift/linear term
 10.00  -0.107038  -0.085465  -0.104330  0.6660
  1.00  -0.143905  -0.143594  -0.224773  0.9519
  0.10  -0.149410  -0.149407  -0.484259  0.9950
  0.01  -0.149988  -0.149988  -1.043304  0.9995
```
